\section*{Lippmann Relation and Electrocapillary Maximum from Gibbs Adsorption, part 2}

A liquid metal meets a solution of one salt along a flat interface of area $A$, at fixed temperature $T$ and pressure $p$. The electrode is \emph{ideally polarizable}: no charged species crosses the interface. How its tension depends on potential is now tested in two models and estimated for mercury.

SI units are used unless stated otherwise; $e>0$ is the elementary charge and $k$ Boltzmann's constant. The tension $\gamma$ is the reversible work per new area, and $\sigma$ is the metal's charge per area. The electrochemical potentials of cation, anion and metal electron are $\tilde\mu_+$, $\tilde\mu_-$ and $\tilde\mu_e$. The potential $E$ is measured against a reference electrode in the same solution that exchanges the anion, of charge $z_-e$, reversibly:
\begin{equation}
E=-\frac{\tilde\mu_e-\tilde\mu_e^{\rm ref}}{e}.
\label{eq:E}
\end{equation}
\begin{equation}
d\tilde\mu_e^{\rm ref}=-\frac{d\tilde\mu_-}{z_-}.
\label{eq:ref}
\end{equation}

With $\mu_s$ the salt's chemical potential and $\Gamma_s$ its surface excess, counted by the cation and taken relative to the solvent, part (d) found the electrocapillary equation
\begin{equation}
\boxed{\;d\gamma=-\sigma\,dE-\Gamma_s\,d\mu_s .\;}
\label{eq:ec}
\end{equation}
At fixed composition it gives the Lippmann relation
\begin{equation}
\boxed{\;\Bigl(\frac{\partial\gamma}{\partial E}\Bigr)_{T,p,\mu_s}=-\sigma .\;}
\label{eq:lip}
\end{equation}
For a 1:1 salt and a cation-reversible reference, the coefficient of $-d\mu_s$ becomes $\Gamma_s+\sigma/e$, the salt excess counted by the anion.

The differential capacitance $C$ is defined by
\begin{equation}
\frac{\partial^2\gamma}{\partial E^2}=-\frac{\partial\sigma}{\partial E}\equiv-C ,
\label{eq:C}
\end{equation}
and, with $Q$ the total charge on the metal, it obeys
\begin{equation}
\boxed{\;C=\frac{\langle Q^2\rangle-\langle Q\rangle^2}{kT\,A}>0 .\;}
\label{eq:fluc}
\end{equation}
A smooth maximum of $\gamma(E)$ therefore lies at zero charge, $\sigma=0$.

The grand partition function $\Xi$ satisfies $-kT\ln\Xi=-pV+\gamma A$, where $V$ is the volume, so $\gamma$ is the excess grand potential per area. Below, $n_\pm$ are the ions' number densities, $\varepsilon$ is the solution's permittivity, and $\gamma_{\max}$ is the tension at the maximum.

\subsection*{(f) Does the relation survive ion correlations?}

\emph{Question.} Thermodynamics makes no mean-field assumption. Find a model whose partition function can be summed in full, and compare the slopes of its tension with counted ions.

\emph{Solution.} Take a row of $L=80$ sites beside an electrode. Each site is empty or holds one ion of charge $q_i=\pm1$, in units of $e$. The electrode carries an integer charge $n_0$. The charge enclosed up to site $i$ is $n_i=n_{i-1}+q_i$, and by Gauss's law it fixes the field beyond that site. Each link costs the field energy $0.5\,n_i^2$, in units of $kT$, and $n_L=0$ makes the whole neutral. An anion on the first site gains an adsorption energy of $1.5\,kT$.

With energies in $kT$, a state with $N_\pm$ ions has the reservoir exponent $-\tilde\mu_en_0+\tilde\mu_+N_++\tilde\mu_-N_-$, because $n_0$ positive charges mean $n_0$ missing electrons. Neutrality gives $N_-=N_++n_0$, so
\begin{equation}
-\tilde\mu_en_0+\tilde\mu_+N_++\tilde\mu_-N_-=E\,n_0+\mu_sN_+ ,
\label{eq:lat}
\end{equation}
with $E=\tilde\mu_--\tilde\mu_e$ and $\mu_s=\tilde\mu_++\tilde\mu_-$. These are the two measurable variables of part (d), with $E$ in units of $kT/e$.

The sum over states is a product of matrices that carry $n_{i-1}$ to $n_i$. The largest eigenvalue $\lambda$ of the bulk matrix gives the bulk term $L\ln\lambda$. The tension per site area is $-\ln\Xi+L\ln\lambda$, less the contribution of the far wall. Excesses are counted at a fixed number of sites, since the solvent is not represented by molecules.

For $\tilde\mu_+=\tilde\mu_-=-1$ and $E=0.2$ the results are as follows.
\begin{center}
\begin{tabular}{lrr}
 & from $\gamma$ & counted\\ \hline
charge $\sigma$ & $0.840642$ & $0.840642$\\
cation excess & $-0.184357$ & $-0.184357$\\
anion excess & $0.656285$ & $0.656285$\\
charge variance & $0.44517$ & $0.44517$
\end{tabular}
\end{center}
The cation excess comes from $-\partial\gamma/\partial\mu_s$ with the anion-reversible reference, and the anion excess from the same derivative with the cation-reversible one. Their difference, $0.656285+0.184357=0.840642$, is the electrode's charge, as neutrality demands.

The ions are correlated: in the bulk, the mean product of the charges on neighbouring sites is $-0.074$. A mean-field product of averages would be zero, because the mean charge per bulk site vanishes.

The position of the maximum gives a further test. Without adsorption, and with $\tilde\mu_+=\tilde\mu_-$ as chosen here, exchanging the signs of all charges is a symmetry when $\tilde\mu_e=0$, so zero charge lies at $E=\tilde\mu_-=-1$. With adsorption the maximum of $\gamma$ is found at $E=-1.47078$, and the counted charge vanishes at $-1.47078$ too. The adsorbing anion has moved the maximum by $-0.47\,kT/e$, and it has stayed at zero charge.

The sign can be read from the statistics. If $w$ is the adsorption energy gained, $\partial\langle n_0\rangle/\partial w$ at fixed $E$ is the covariance of $n_0$ with the number of adsorbed anions. The shift to lower $E$ shows that the net effect of adsorption is to make the electrode more positive at the old zero-charge potential.

\subsection*{(g) How much charge does a layer of finite-sized ions hold?}

\emph{Question.} Treat a 1:1 salt of bulk density $n_b$ in mean field, with at most one ion per cell of volume $a^3$. A compact layer of constant capacitance $K$ per area separates the metal from the ions. Find $\sigma$ as a function of the potential $\psi_d$ at the inner edge of the diffuse layer.

\emph{Solution.} Let $x\ge0$ measure distance into the diffuse layer, with potential $\psi(x)\to0$ in the bulk. Write $c_\pm=a^3n_\pm$ for the filled fractions, $c_0=1-c_+-c_-$ for the empty one, and $\nu=2a^3n_b$ for the bulk filling. The excess grand potential per area at electrode potential $E$ is
\begin{align}
\omega={}&\int_0^\infty\Bigl[\frac{\varepsilon}{2}\psi'^2+g(x)\Bigr]dx+\frac{\sigma^2}{2K}-E\sigma ,\label{eq:om}\\
g={}&\frac{kT}{a^3}\Bigl[c_+\ln c_++c_-\ln c_-+c_0\ln c_0\nonumber\\
&\quad-m(c_++c_-)-\ln(1-\nu)\Bigr],
\end{align}
with $m=\ln[(\nu/2)/(1-\nu)]$. The terms are field energy, mixing entropy with reservoirs, compact-layer energy, and the work of the source. The constants make $g=0$ in the bulk. Here $E$ is counted from zero charge, because the model contains no dipoles and no preferential adsorption.

Vary the densities. With $\varepsilon\psi''=-\rho$, $\rho=e(n_+-n_-)$ and $\sigma=-\varepsilon\psi'(0)$, integration by parts gives
\begin{equation}
\delta\int_0^\infty\frac{\varepsilon}{2}\psi'^2dx=\psi_d\,\delta\sigma+\int_0^\infty\psi\,\delta\rho\,dx .
\end{equation}
Since $\delta\sigma=-\int\delta\rho\,dx$, the terms with $\delta\sigma$ act as a constant added to $\psi$. That constant is $-(\psi_d+\sigma/K-E)$. It must vanish, because the densities far away take their bulk values where $\psi=0$. Therefore
\begin{equation}
E=\psi_d+\frac{\sigma}{K},\qquad \ln\frac{c_\pm}{c_0}=m\mp y,\qquad y=\frac{e\psi}{kT}.
\label{eq:eq}
\end{equation}
The fractions add up to one, which fixes $c_0$:
\begin{equation}
c_0=\frac{1-\nu}{D},\quad c_\pm=\frac{\nu}{2}\frac{e^{\mp y}}{D},\quad D=1+2\nu\sinh^2\frac y2 ,
\end{equation}
where $\cosh y-1=2\sinh^2(y/2)$ was used. Poisson's equation becomes
\begin{equation}
\varepsilon\psi''=\frac{e\nu}{a^3}\frac{\sinh y}{D}.
\end{equation}
Multiply by $\psi'=(kT/e)y'$. Since $(\ln D)'=\nu\sinh y\;y'/D$, both sides are total derivatives. Both vanish in the bulk, so
\begin{equation}
\frac{\varepsilon}{2}\psi'^2=\frac{kT}{a^3}\ln D .
\label{eq:first}
\end{equation}
Define $\lambda_D=\sqrt{\varepsilon kT/(2e^2n_b)}$ and $C_D=\varepsilon/\lambda_D$, and use $a^3=\nu/(2n_b)$. Then $\sigma=-\varepsilon\psi'(0)$ reads
\begin{equation}
\boxed{\;\sigma={\rm sgn}(\psi_d)\,C_D\frac{kT}{e}\sqrt{\frac2\nu\ln\Bigl(1+2\nu\sinh^2\frac{e\psi_d}{2kT}\Bigr)} .\;}
\label{eq:law}
\end{equation}
For small $\psi_d$ this is $\sigma=C_D\psi_d$. For point ions, $\nu\to0$, it becomes $2C_D(kT/e)\sinh(e\psi_d/2kT)$. For large $|\psi_d|$ the logarithm is nearly linear and $|\sigma|$ grows as $|\psi_d|^{1/2}$: the cells are full and the layer can only thicken.

\subsection*{(h) What is the tension of this model, without using Lippmann's relation?}

\emph{Question.} Evaluate \eqref{eq:om} at equilibrium, then differentiate it.

\emph{Solution.} Insert $\ln c_\pm=\ln c_0+m\mp y$ in $g$. The terms in $m$ cancel and $\ln c_0-\ln(1-\nu)=-\ln D$, so with \eqref{eq:first}
\begin{equation}
g=-\frac{kT}{a^3}\ln D-\rho\psi=-\frac{\varepsilon}{2}\psi'^2-\rho\psi .
\end{equation}
The field energy in \eqref{eq:om} cancels the first term. Replacing $-\rho$ by $\varepsilon\psi''$ and integrating by parts,
\begin{equation}
\int_0^\infty\varepsilon\psi\psi''\,dx=\sigma\psi_d-\int_0^\infty\varepsilon\psi'^2dx
=\sigma\psi_d-\int_0^{\psi_d}\sigma(\psi)\,d\psi .
\end{equation}
The last step uses $\varepsilon\psi'=-\sigma(\psi)$, which is \eqref{eq:law} applied at any depth. With $E\sigma=\psi_d\sigma+\sigma^2/K$, the equilibrium value is
\begin{equation}
\gamma-\gamma_{\max}=-\int_0^{\psi_d}\sigma\,d\psi-\frac{\sigma^2}{2K}.
\label{eq:drop}
\end{equation}
Its derivative is $-\sigma\,(d\psi_d/dE+K^{-1}d\sigma/dE)=-\sigma$, since the bracket is $dE/dE=1$. The model obeys Lippmann's relation, and \eqref{eq:drop} is $-\int_0^E\sigma\,dE'$.

Differentiating $E=\psi_d+\sigma/K$ with respect to $\sigma$ shows that the two layers act in series: $1/C=1/K+d\psi_d/d\sigma$.

\subsection*{(i) What does this give for mercury in a fluoride solution?}

\emph{Question.} Estimate charge and tension for mercury in $0.1$ mol/L aqueous fluoride, and judge the model's omissions.

\emph{Solution.} Rough values for this case are a relative permittivity of 78, a compact capacitance of $20\ \mu{\rm F/cm^2}$ and a maximum tension of 430 mN/m, which is an input here. The ion spacing is set to $a=0.6$ nm and $T=298.15$ K. These give $kT/e=25.69$ mV, $\nu=0.0260$, $\lambda_D=0.96$ nm and $C_D=72.0\ \mu{\rm F/cm^2}$. At zero charge $C=(1/20+1/72.0)^{-1}=15.65\ \mu{\rm F/cm^2}$.
\begin{center}
\begin{tabular}{rrrrr}
$E$ & $\psi_d$ & $\sigma$ & $C$ & $\gamma$\\
V & mV & $\mu$C/cm$^2$ & $\mu$F/cm$^2$ & mN/m\\ \hline
$-0.6$ & $-93.8$ & $-10.12$ & $17.92$ & $400.4$\\
$-0.4$ & $-70.8$ & $-6.58$ & $17.41$ & $417.1$\\
$-0.2$ & $-40.4$ & $-3.19$ & $16.45$ & $426.8$\\
$0.0$ & $0.0$ & $0.00$ & $15.65$ & $430.0$\\
$0.2$ & $40.4$ & $3.19$ & $16.45$ & $426.8$
\end{tabular}
\end{center}
At $-0.6$ V the compact layer takes $-10.12/20=-0.506$ V and the diffuse layer $-0.094$ V. The compact term of \eqref{eq:drop} is $(0.1012\ {\rm C/m^2})^2/(2\times0.20\ {\rm F/m^2})=25.6$ mN/m. The total drop is 29.6 mN/m, so the diffuse integral supplies 4.0 mN/m. A parabola with the zero-charge capacitance gives $\tfrac12(0.1565)(0.6)^2=0.0282$ N/m, or 28.2 mN/m. That is 5\% below the full drop, because in this model, with $K$ held constant, $C$ rises away from zero charge over the tabulated range.

The charge can be recovered from tensions alone. Between $-0.6$ and $-0.2$ V the mean slope is $(426.8-400.4)/0.4=66$ mN/(m\,V). Since 1 mN/(m\,V) is $0.1\ \mu{\rm C/cm^2}$, this means $\sigma\approx-6.6\ \mu{\rm C/cm^2}$ near $-0.4$ V, as tabulated. As a test of part (h), the profile was also solved numerically and \eqref{eq:om} integrated at $-0.6$, $-0.2$ and $0.3$ V. The result matched \eqref{eq:drop} within a relative difference of $10^{-11}$.

A capillary electrometer turns tension into height. If the solution fully wets the glass, a mercury column of density $\rho_{\rm Hg}$ is held up in a bore of radius $r$ when $\rho_{\rm Hg}g_0h=2\gamma/r$, with $g_0$ the acceleration of gravity. For $r=20\ \mu$m and the mercury density set in the program, $h$ is about 32 cm at the maximum and 30 cm at $-0.6$ V.

\emph{The model beside the real electrode.} Of the changes tried here, those in the constant $K$ alter the tension most. The compact layer bears about 17 MV/cm if it is 0.3 nm thick, and on real mercury its capacitance varies with charge and differs between the two sides of the maximum. The model's symmetric curve is thus an idealization. Measurements in fluoride put the compact capacitance at roughly $30\ \mu{\rm F/cm^2}$ at zero charge and roughly $17\ \mu{\rm F/cm^2}$ near $-10\ \mu{\rm C/cm^2}$. The real $C$ at zero charge is therefore nearer 20 than 15.65, and it falls on the negative side, opposite to the trend in the table. At fixed $E=-0.6$ V, changing $K$ to 16 or $30\ \mu{\rm F/cm^2}$ moves the drop from 29.6 to 24.4 or 41.8 mN/m. Other omissions include the following; charges and fields are again those at $-0.6$ V, except for the adsorption shift, which is taken at zero charge on the metal.
\begin{itemize}
\item \emph{Dielectric saturation.} The field at the diffuse layer's edge is 1.5 MV/cm. Halving the permittivity throughout that layer, a deliberately crude trial, lowers the drop to 28.1 mN/m.
\item \emph{Ion correlations.} The coupling parameter $2\pi\ell_B^2|\sigma|/e$, with Bjerrum length $\ell_B=0.72$ nm, is about 2. It is not small, so mean field is not under control here. The Gouy--Chapman length $e/(2\pi\ell_B|\sigma|)\approx0.35$ nm is also shorter than the cell size $a$, so a smooth local profile is stretched as well. If $\psi_d$ has the sign of $\sigma$ at every potential between zero charge and $E$, however, $|\sigma|\le K|E|$ holds all the way and the drop cannot exceed $\tfrac12KE^2=36.0$ mN/m.
\item \emph{Specific adsorption.} A sheet of $-1\ \mu{\rm C/cm^2}$ halfway through the compact layer shifts the potential of zero charge by $-39$ mV. Of this, $-25$ mV falls across half the compact layer and the rest across the diffuse layer.
\item \emph{Curvature.} The ratio $\lambda_D/r$ is $5\times10^{-5}$, so the flat-interface treatment is adequate for the double layer.
\item \emph{Leakage.} An assumed $0.1\ \mu{\rm A/cm^2}$ for 5 s passes $0.5\ \mu{\rm C/cm^2}$, about 5\% of $|\sigma|$. It would falsify a charge found by integrating current.
\end{itemize}
The Lippmann relation itself does not depend on the choices made for $K$, the permittivity, ion correlations or adsorption. Its derivation does require an interface that is flat on the scale of the double layer, and negligible leakage. The full numerical output follows the text.

\section*{Calculated quantities}
\begin{verbatim}
LATTICE COULOMB GAS (units kT, e, one site)
link energy 0.5, anion adsorption 1.5, mu_cat -1.0, mu_an -1.0
bulk cation density per site: 0.1476
neighbour charge correlation in bulk: -0.0738
test potential E: 0.2
-dgamma/dE: 0.840642   counted charge: 0.840642
-dgamma/dmu, anion ref.: -0.184357   cation excess: -0.184357
-dgamma/dmu, cation ref.: 0.656285   anion excess: 0.656285
-curvature: 0.44517   charge variance: 0.44517
adsorbing: maximum at E = -1.47078, zero charge at -1.47078
no adsorption: maximum at -1.00000, zero charge at -1.00000
MERCURY-LIKE EXAMPLE (E measured from zero charge)
T = 298.15 K, salt 0.1 mol/L, rel. permittivity 78
ion spacing 0.6 nm, compact layer 20 uF/cm2
maximum tension (input): 430 mN/m
thermal voltage: 25.69 mV   lattice filling nu: 0.0260
Debye length: 0.959 nm   C_D: 72.0 uF/cm2
capacitance at zero charge: 15.65 uF/cm2
E (V) | psi (mV) | sigma (uC/cm2) | C (uF/cm2) | gamma (mN/m)
 -0.6 |   -93.8 |  -10.12 |  17.92 |  400.40
 -0.4 |   -70.8 |   -6.58 |  17.41 |  417.09
 -0.2 |   -40.4 |   -3.19 |  16.45 |  426.84
  0.0 |     0.0 |    0.00 |  15.65 |  430.00
  0.2 |    40.4 |    3.19 |  16.45 |  426.84
  0.3 |    56.8 |    4.86 |  16.99 |  422.81
functional vs Lippmann integral, worst rel. error: 8.3e-12
counted vs closed charge law, worst rel. error: 2.9e-11
at -0.4 V: -slope -6.5850, counted -6.5849 uC/cm2
tension drop at -0.6 V: 29.60 mN/m
parabola with zero-charge C: 28.18 mN/m
capillary radius 20 um, mercury density 13.5 g/cm3
column height at maximum: 32.48 cm
column height at -0.6 V: 30.24 cm
NEGLECTED EFFECTS at -0.6 V
drop if compact layer is 16 uF/cm2: 24.36 mN/m
drop if compact layer is 30 uF/cm2: 41.81 mN/m
drop if diffuse permittivity is halved: 28.14 mN/m
drop with compact layer alone: 36.00 mN/m
field at diffuse-layer edge: 1.47 MV/cm
field in 0.3 nm compact layer: 16.9 MV/cm
Bjerrum length: 0.719 nm   ion coupling parameter: 2.05
zero-charge shift by -1 uC/cm2 adsorbed: -38.7 mV
Debye length / capillary radius: 4.8e-05
leak 0.1 uA/cm2 for 5 s: 0.50 uC/cm2
\end{verbatim}
